# Sampling an ion's next collision energy under continuous energy loss

## Question

I am writing a small Monte Carlo code for ions slowing down in a solid, with boron at 20 keV in silicon as the test case. Between discrete nuclear collisions the ion loses energy continuously to the electrons, with a stopping cross section proportional to $\sqrt E$. For the collisions I use a total cross section that varies as $1/E$.

At present I compute the mean free path at the start of each flight, draw an exponential flight length from it, and then subtract the electronic loss. This can't be quite right, because the cross section grows while the ion slows down. In some artificial test cases the drawn flight is even longer than the path on which the ion would stop, so the ion comes to rest without a collision.

A colleague says that in this model a collision always happens before the ion stops. I don't see how. The electronic loss alone stops the ion in a finite distance, and an exponential distribution has a tail beyond any finite distance. Is the claim true? How do I sample the energy at the next collision correctly, and does any of this matter for real boron in silicon?

## Answer

The claim is true with probability one, provided the $1/E$ law holds all the way down to zero energy. The tail argument fails because the flight length is not exponentially distributed when the collision rate changes along the path. What is exponentially distributed is the accumulated collision hazard, and it becomes infinite within the finite stopping distance.

### The model

Let $N$ be the number of target atoms per volume, placed at random, and $s$ the path length since the last collision. The ion starts the flight with energy $E_0$, and

$$\frac{dE}{ds}=-Nk\sqrt E,\qquad \sigma(E)=\frac AE .$$

The constants $k$ and $A$ are positive. The loss is treated as deterministic, and the collision probability in a short path $ds$ is $N\sigma\,ds$, independent of the earlier history.

A total cross section needs a definition of what counts as a collision, since a screened potential deflects a little at any distance. I count deflections above a fixed angle $\theta_{\min}$ in the centre-of-mass frame. The $1/E$ law then has a simple origin. For a repulsive potential $V=K/r^n$, the trajectory depends on energy through $V/E$ alone. Measure lengths in units of $L=(K/E)^{1/n}$. Then $V/E=(r/L)^{-n}$, so the deflection depends only on $b/L$, where $b$ is the impact parameter. A fixed angle corresponds to a fixed $b/L$, and

$$\sigma=\pi b^2\propto L^2\propto E^{-2/n}.$$

(Using the laboratory energy instead of the centre-of-mass energy changes only a constant factor.) The inverse-square potential, $n=2$, gives $1/E$. A screened Coulomb potential has this local slope only over a limited range of distances, so for a real ion the law is an approximation over a limited range of energies.

### Survival as a function of energy

Let $P$ be the probability that no collision has yet occurred. In $ds$ it falls by $PN\sigma\,ds$:

$$\frac{dP}{ds}=-N\sigma P .$$

Energy falls steadily along the path, so it can replace $s$ as the variable. Dividing by $dE/ds$ gives

$$\frac{dP}{dE}=\frac{-N\sigma P}{-Nk\sqrt E}=\frac{A}{k}E^{-3/2}P .$$

The density has cancelled: it sets where the collision happens, not at which energy. With $P(E_0)=1$ the solution is $P(E)=e^{-H(E)}$, where the accumulated hazard is

$$H(E)=\frac Ak\int_E^{E_0}E'^{-3/2}\,dE'
=\frac{2A}{k}\left(\frac1{\sqrt E}-\frac1{\sqrt{E_0}}\right).$$

Define the dimensionless number

$$\kappa=\frac{k\sqrt{E_0}}{2A}.$$

Taking $1/\sqrt{E_0}$ out of the bracket then gives

$$H(E)=\frac1\kappa\left(\sqrt{\frac{E_0}{E}}-1\right).$$

### Why a collision must occur

Without collisions, $d\sqrt E/ds=-Nk/2$, so

$$E(s)=E_0\left(1-\frac sR\right)^2,\qquad R=\frac{2\sqrt{E_0}}{Nk}.$$

The ion would stop at the finite distance $R$. To stop without a collision, it must first pass every positive energy $E$ without one. The probability of doing so is therefore no larger than $P(E)$, for every $E>0$. As $E\to0$, $H(E)\to\infty$ and $P(E)\to0$. A number that is non-negative and no larger than quantities tending to zero is zero. This proves the claim.

Physically, the collision rate per unit path is $NA/E(s)$, which grows as $(1-s/R)^{-2}$ near the end. Its integral diverges although the distance is finite.

The same reasoning gives a criterion for other power laws. If $\sigma\propto E^{-p}$ and the loss is $\propto E^q$, the hazard integrand is $\propto E^{-(p+q)}$. Its integral down to zero diverges when $p+q\ge1$, logarithmically at equality. Here $p+q=3/2$. A constant cross section with the same loss has $p+q=1/2$, and then some ions do stop without a collision.

### The sampling rule

Let $E_c$ be the energy just before the next collision. The probability that $E_c$ lies below $E$ is the probability of reaching $E$ without a collision, which is $P(E)$. So $P$ is the cumulative distribution of $E_c$, and $u=P(E_c)$ is uniform on $(0,1)$. With $x=-\ln u$, the equation $e^{-H(E_c)}=u$ becomes $H(E_c)=x$:

$$\sqrt{\frac{E_0}{E_c}}=1+\kappa x
\quad\Longrightarrow\quad
\boxed{E_c=\frac{E_0}{(1+\kappa x)^2},\qquad x=-\ln u.}$$

The same $x$ must be used for the flight length. From the stopping law,

$$s=R\left(1-\sqrt{\frac{E_c}{E_0}}\right)=R\,\frac{\kappa x}{1+\kappa x}.$$

The mean free path at the start of the flight is $\lambda_0=1/[N\sigma(E_0)]=E_0/(NA)$, and

$$\frac{\lambda_0}{R}=\frac{E_0}{NA}\,\frac{Nk}{2\sqrt{E_0}}=\frac{k\sqrt{E_0}}{2A}=\kappa .$$

Hence

$$s=\frac{\lambda_0x}{1+\kappa x}<R .$$

So $\kappa$ is the initial mean free path divided by the stopping path. It is also half the fractional energy loss that the initial stopping power would cause over $\lambda_0$.

Your present method uses $s=\lambda_0x$. It reaches $R$ when $x\ge1/\kappa$, which has probability $e^{-1/\kappa}$. Those are your false stops. For $\kappa=0.8$ they make up 28.65% of flights; the correct fraction in this model is zero.

After moving the ion, draw the energy transfer using $E_c$, subtract it, and start the next flight with a new $E_0$ and therefore a new $\kappa$. As long as the ion keeps some energy after the collision, the next flight also ends in a collision. The ideal model never ends a history by continuous loss, so the code needs a cutoff energy $E_{\rm cut}$. If the sampled $E_c$ falls below it, end the flight at $E_{\rm cut}$, after a path $R(1-\sqrt{E_{\rm cut}/E_0})$.

### Means and two limits

Since $x$ has density $e^{-x}$, the mean collision energy, with $b=1/\kappa$ from here on, is

$$\frac{\langle E_c\rangle}{E_0}=\int_0^\infty\frac{e^{-x}\,dx}{(1+\kappa x)^2}
=b^2\int_0^\infty\frac{e^{-x}\,dx}{(b+x)^2}.$$

Integrate by parts, using $(b+x)^{-2}=-\frac{d}{dx}(b+x)^{-1}$:

$$\frac{\langle E_c\rangle}{E_0}=b^2\left[\frac1b-\int_0^\infty\frac{e^{-x}}{b+x}\,dx\right]
=b-b^2e^b\,\mathrm E_1(b).$$

Here $\mathrm E_1(b)=\int_b^\infty e^{-t}\,dt/t$, and the last step used $t=b+x$.

The mean flight needs no new integral. The probability of colliding in $ds$ is $N\sigma P\,ds$, so

$$\langle E_c\rangle=\int_0^R E\,\frac{NA}{E}\,P\,ds=NA\int_0^R P\,ds=NA\langle s\rangle .$$

The last equality holds because the mean of a non-negative length is the integral of its survival probability. Dividing by $E_0$ gives $\langle s\rangle/\lambda_0=\langle E_c\rangle/E_0$.

For $\kappa\ll1$, expanding the integrand gives $\langle E_c\rangle/E_0\approx1-2\kappa+6\kappa^2$. The first correction is the loss over one mean free path at the initial stopping power.

For $\kappa\gg1$, continuous loss dominates at first. At fixed $u<1$ the rule tends to $E_c\approx E_0/(\kappa x)^2=(2A/kx)^2$, independent of the starting energy. The ion slows down until collisions become competitive. The mean behaves differently: it tends to $E_0/\kappa$, because rare early collisions at high energy dominate it. The mean flight tends to $\lambda_0/\kappa=R$.

### Boron at 20 keV in silicon

Take $\theta_{\min}=10^\circ$ and $N=49.94\ \mathrm{nm^{-3}}$. Classical scattering in the Ziegler-Biersack-Littmark (ZBL) universal potential gives $\sigma(E_0)=0.001162\ \mathrm{nm^2}$, so

$$A=\sigma(E_0)E_0=23.24\ \mathrm{eV\,nm^2}.$$

For the electronic loss I use the Lindhard-Scharff formula, with $e^2$ standing for $e^2/4\pi\varepsilon_0$, $a_0$ the Bohr radius and $v_0$ the Bohr speed:

$$S_e=8\pi e^2a_0\,\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac v{v_0}.$$

With $Z_1=5$, $Z_2=14$ and $v/v_0=0.2706$ it gives $S_e=1.838\ \mathrm{eV\,nm^2}$ at 20 keV. Then $k=S_e/\sqrt{E_0}=0.0130\ \mathrm{eV^{1/2}\,nm^2}$, and

$$\kappa=\frac{S_e}{2A}=\frac{1.838}{2\times23.24}=0.0395,$$

$$\lambda_0=\frac1{49.94\times0.001162}=17.2\ \mathrm{nm},\qquad R=\frac{\lambda_0}{\kappa}=436\ \mathrm{nm}.$$

For $u=0.5$, $x=0.6931$ and $1+\kappa x=1.0274$. Hence

$$E_c=\frac{20}{1.0274^2}=18.95\ \mathrm{keV},\qquad
s=\frac{17.23\times0.6931}{1.0274}=11.6\ \mathrm{nm}.$$

This is the median. For the rarer value $u=0.01$, the ion travels 67.1 nm and collides at 14.3 keV. The mean collision energy is 18.58 keV and the mean flight is 16.0 nm.

I tested the rule against a simulation that does not use it. The ion moves in short steps, each with collision probability 0.002, and its energy is reduced after each step. With 40,000 flights, this gave means of 18.59 keV and 15.94 nm. Since $ds/dx\le\lambda_0$, the standard deviation of $s$ cannot exceed $\lambda_0$, so the standard error of the mean flight is at most $17.23/\sqrt{40000}=0.09$ nm. The difference from 16.01 nm lies within that.

At 20 keV your old method almost never stops an ion falsely: the probability is $e^{-1/\kappa}\approx10^{-11}$ per flight. Its flights are biased, though: the mean is $\lambda_0=17.2$ nm instead of 16.0 nm, 7.6% too long. Over whole histories with inverse-square scattering of the same cross section and a 300 eV cutoff, this lengthens the mean path by about 3% and the mean depth by about 5%. Its median energy is $20(1-0.0395\times0.6931)^2=18.92$ keV, about 0.03 keV too low. While $\kappa$ is small, this error, as a fraction of $E_0$, grows with $\kappa$, and $\kappa\propto\sqrt{E_0}$ if $A$ and $k$ are held fixed. With $A$ fixed, $\kappa=1$ would take $E_0=20/0.0395^2$ keV, roughly 13 MeV. For real boron $A$ does not stay fixed, because the ZBL cross section falls faster than $1/E$ above 20 keV. With $A=\sigma(E_0)E_0$ recomputed at the start energy, $\kappa$ is 0.16 at 100 keV, 0.36 at 200 keV and 0.8 near 370 keV, and the false-stop probabilities of the old method are 0.2%, 6% and 29%. The loss law requires $v$ well below $v_0Z_1^{2/3}$; the ratio is 0.093 at 20 keV, 0.29 at 200 keV and 0.40 at 370 keV, where the law is marginal. The sampling error therefore matters for boron implants of a few hundred keV. There a flight covers a wide energy range, so the hazard should be tabulated from the real cross section instead of taken from the $1/E$ law.

### What happens if the cross section stays finite

In a solid, a mean free path shorter than the atomic spacing $N^{-1/3}$ has no clear meaning for separate collisions. I therefore cap $\sigma$ at the area per atom, $\sigma_{\rm cap}=N^{-2/3}=0.0737\ \mathrm{nm^2}$. The $1/E$ law reaches this value at $E_{\rm cap}=A/\sigma_{\rm cap}=315$ eV. Suppose that $\sigma$ is constant below that energy. For $E_0\ge E_{\rm cap}$, the total hazard down to zero has two parts:

$$H_{\rm tot}=\frac{2A}{k}\left(\frac1{\sqrt{E_{\rm cap}}}-\frac1{\sqrt{E_0}}\right)+\frac{2\sigma_{\rm cap}}{k}\sqrt{E_{\rm cap}} .$$

Substituting $\sigma_{\rm cap}=A/E_{\rm cap}$ turns the last term into $2A/(k\sqrt{E_{\rm cap}})$, so

$$H_{\rm tot}=\frac{2A}{k}\left(\frac2{\sqrt{E_{\rm cap}}}-\frac1{\sqrt{E_0}}\right).$$

This is finite, so the no-collision probability $e^{-H_{\rm tot}}$ is no longer zero. From 20 keV it is about $10^{-164}$. For a flight that starts at $E_0\le E_{\rm cap}$ it is $\exp(-2\sigma_{\rm cap}\sqrt{E_0}/k)$, which gives $1.2\times10^{-5}$ at 1 eV. That last number shows how the formula behaves; separate binary collisions are not a sound description of a 1 eV ion in a solid.

The sampler needs one extra branch. Let $H_c=H(E_{\rm cap})$. If $x\le H_c$, use the boxed rule. Otherwise the remaining hazard $x-H_c$ must equal $(2\sigma_{\rm cap}/k)(\sqrt{E_{\rm cap}}-\sqrt{E_c})$, so

$$\sqrt{E_c}=\sqrt{E_{\rm cap}}-\frac{k(x-H_c)}{2\sigma_{\rm cap}} .$$

If the right-hand side is zero or negative, the ion stops without a collision. For flights starting below $E_{\rm cap}$, replace $E_{\rm cap}$ by $E_0$ in this expression and set $H_c=0$.

### How far to trust the numbers

**Cross section.** At 20 keV the ZBL cross section varies locally as $E^{-1.18}$, not $E^{-1}$. At 5 keV it is 3% above $A/E$, but at 0.5 keV it is only 0.57 of $A/E$. One flight usually covers a narrow energy range, so the median collision energy moves by only about 0.005 keV. Over a whole slowing-down history, $A$ should be recomputed at the start of each flight, or the hazard tabulated and inverted numerically. With the ZBL cross section, capped at the area per atom, the chance of slowing from 20 keV to 10 eV without a collision is about $10^{-115}$.

**Energy loss.** Deflections below $10^\circ$ also transfer energy to the atoms. Counting impact parameters out to the area per atom, this adds 8.4% to the electronic loss at 20 keV. Electronic loss also fluctuates. Over a mean flight, the Lindhard-Scharff estimate of this straggling is 0.60 keV; the Bohr formula gives 2.7 keV, but it is meant for faster ions. Both formulas use the full nuclear charge of the ion, whereas slow boron keeps most of its electrons, so 0.60 keV is only a rough estimate, and probably a high one: its variance divided by the mean loss of 1.42 keV is about 250 eV, whereas an ion at this speed can give a valence electron at most about $2m_ev(v+v_F)\approx18$ eV, with $m_e$ the electron mass and $v_F$ the Fermi speed of the valence electrons. The random collision point alone gives $E_c$ a standard deviation of 1.28 keV. Adding 0.60 keV in quadrature, as if the two spreads were independent, gives about 1.4 keV, wider by roughly a tenth. On this estimate, straggling is a modest correction to the energy distribution of a single flight.

**The real wafer.** The Lindhard-Scharff prefactor is only a rough estimate for a particular ion and target. Raising $k$ by 50%, with $A$ fixed, lowers the median collision energy from 18.95 to 18.45 keV. The 17 nm mean free path depends on the chosen $10^\circ$ threshold and is not an implant depth. A crystalline wafer also breaks the assumption of random atoms. The estimated critical angle for channelling along $\langle100\rangle$ at 20 keV is 3.8° with the ZBL screening length and 4.0° with Lindhard's. An ion steered along such a channel avoids close collisions, so the collision rate used here does not apply to it. In the extreme case of no energy loss to the atoms at all, with the electronic loss held at its random-medium value, it would travel the full 436 nm. The theorem holds for the random medium; it does not exclude long channelled paths in a crystal.

The remaining values are in the numerical output below.

## Computed values

```
Start energy E0: 20 keV
Boron mass: 11.009 u
Silicon mass: 28.085 u
Silicon lattice constant: 0.5431 nm
Atomic density N: 49.94 nm^-3
Smallest counted deflection (CM): 10 deg
Energy exponent of sigma for V ~ r^-1: -2
Energy exponent of sigma for V ~ r^-2: -1
Energy exponent of sigma for V ~ r^-3: -0.6667
ZBL screening length: 0.01427 nm
sigma at E0: 0.001162 nm^2
A: 23.24 eV nm^2
Ion speed / Bohr speed: 0.2706
Ion speed / (Bohr speed Z1^(2/3)): 0.09256
Electronic stopping cross section at E0: 1.838 eV nm^2
Electronic loss per path at E0: 91.81 eV/nm
k: 0.013 eV^0.5 nm^2
kappa: 0.03955
Mean free path at E0: 17.23 nm
Stopping path R without collisions: 435.7 nm
u = 0.9: x = 0.1054, E_c = 19.834 keV, s = 1.81 nm
u = 0.5: x = 0.6931, E_c = 18.947 keV, s = 11.63 nm
u = 0.1: x = 2.3026, E_c = 16.801 keV, s = 36.37 nm
u = 0.01: x = 4.6052, E_c = 14.312 keV, s = 67.13 nm
Mean E_c, formula: 18.58 keV
Mean E_c, stepped simulation: 18.59 keV
Mean flight, formula: 16.01 nm
Mean flight, stepped simulation: 15.94 nm
Standard deviation of E_c: 1.284 keV
Hazard down to E/E0 = 1e-04: 2503
Hazard down to E/E0 = 1e-06: 2.526e+04
Hazard down to E/E0 = 1e-08: 2.528e+05
False stops with frozen sigma, exp(-1/kappa): 1.046e-11
False stops with frozen sigma, kappa = 0.8: 0.2865
Cap on sigma, area per atom: 0.07374 nm^2
Energy where A/E meets the cap: 315.2 eV
Capped: log10 no-collision chance from E0: -164
Capped: no-collision chance from 1 eV: 1.183e-05
ZBL energy exponent of sigma at E0: -1.177
ZBL sigma / (A/E) at 5 keV: 1.03
ZBL sigma / (A/E) at 0.5 keV: 0.5694
Median E_c, 1/E law: 18.947 keV
Median E_c, ZBL sigma: 18.951 keV
Median E_c, k raised by 50 %: 18.451 keV
ZBL: log10 chance of no collision above 10 eV: -115.4
Soft nuclear loss / electronic loss at E0: 0.08401
Straggling per mean flight, Bohr: 2.7 keV
Straggling per mean flight, Lindhard-Scharff: 0.599 keV
Critical channelling angle, <100>: 3.79 deg
```
